Minimizing the Berry-phase electric enthalpy, and its mesh-dependent field limit

**An insulator in a field**

An insulating film between two metal lines polarizes in two ways. Its electrons shift at once, and its cations and anions move apart at infrared frequencies and below. One way to compute both responses is to switch on a field E, let electrons and ions settle, and read off the dipole.

In a crystal this meets two obstacles. The potential energy eEx of an electron (charge −e) is not periodic. Also, an endless crystal in a uniform field has no ground state: with a gap G, an electron carried farther than G/(eE) against the field arrives in the upper band with energy to spare. What can be sought is a polarized state that is a local minimum.

The calculation uses a ring of N cells of length a, so L = Na, with N wave numbers k_j = 2πj/L spaced by q = 2π/L. A denser mesh is a longer ring. It describes the bands better, yet it lowers the largest field at which a minimum exists.

**Position on a ring**

Take one filled and one empty band, with independent electrons. Write a Bloch state as ψ_k = e^(ikx) u_k. Then

x ψ_k = −i ∂_k ψ_k + e^(ikx) i ∂_k u_k.

Averaged over the zone, the first term vanishes because ψ_k is periodic in k. The localized orbital built from all ψ_k therefore has its centre at the k-average of A = i⟨u_k|∂_k u_k⟩. On a mesh, ⟨u_j|u_(j+1)⟩ ≈ 1 − iqA, so −Im ln of it is qA. Summing over the zone, whose width is 2π/a, gives

φ = −Im ln Π_j ⟨u_j|u_(j+1)⟩,  x̄ = aφ/(2π).

For one spin channel the ring holds N electrons, each with field energy eEx̄. The electric enthalpy is

F = Σ_j ⟨u_j|H_j|u_j⟩ + λφ,  λ = eEL/(2π).

Let each cell hold a cation site at −a/2 with energy +Δ and an anion site at 0 with energy −Δ. Let u_j now denote the two site amplitudes. In the overlap, the factors e^(−ikR) e^(i(k+q)R) of cell R cancel against e^(−iqR), and the position inside the cell remains:

S_j = ⟨u_j|D|u_(j+1)⟩,  D = diag(e^(iqa/2), 1),  qa/2 = π/N.

**A ring solved by hand**

Switch off hopping. The electron sits on the anion, the gap is G = 2Δ at every k, and φ = 0. This state is stationary at any field. To see whether it is a minimum, mix in a cation amplitude c_j and normalize. The band energy rises by G|c_j|²/(1+|c_j|²), which is G|c_j|² to second order. Apart from a positive normalization, which has no phase, the overlap is

S_j = 1 + e^(iπ/N) c_j* c_(j+1),

so to second order φ = −Im Σ_j e^(iπ/N) c_j* c_(j+1). Insert c_j = N^(−1/2) Σ_m C_m e^(2πimj/N). Orthogonality of the waves gives Σ_j c_j* c_(j+1) = Σ_m |C_m|² e^(2πim/N), and hence

F₂ = Σ_m |C_m|² [G − λ sin(2π(m+½)/N)].

The mode C_m has a plain meaning. A factor e^(ikma) shifts an orbital by −ma, and the cation lies another a/2 to the left. The electron thus leaks to a cation at distance d = (m+½)a on the side where eEx is lower. With λ = eEL/(2π), its bracket becomes

G − eE d_eff,  d_eff = (L/2π) sin(2πd/L).

For d much smaller than L this is G − eEd, the true cost of the transfer. For larger d, the ring credits the electron with at most L/(2π).

For N = 4 the sines are ±1/√2. The minimum is lost at λ = √2 G, where eEa = 2π√2 G/4 = 2.22 G. For N = 8 the largest sine is sin(3π/8) = 0.924, so λ = 1.08 G and eEa = 0.85 G. For large N the largest sine tends to 1, and

eE_c a → 2πG/N.

Here is the reason for the mesh dependence. With the crystal held fixed, a longer ring recognizes transfers over longer distances, and over a longer distance a weaker field pays for the gap. A short ring is stable because it cannot represent the escape.

**Why the minimum is local**

Bring hopping back. If a single state u_j is carried around a small loop on which S_(j−1) circles zero while S_j does not, φ changes by 2π. (If both vanish at the same u_j, tilt a neighbour slightly first.) The band energy returns to its value, but F has changed by 2πλ = eEL. Repeating the loop in the favourable sense lowers F without bound, so for E ≠ 0 there is no global minimum.

For the N = 24 ring described below, such a loop changed φ by −6.283 and raised the band energy by at most 8.97 eV. At that ring's limiting field, eEL is 59 eV. One k-point thus costs at most one band splitting to excite, whatever N is, while the field energy at stake grows with L.

**Gradient and algorithm**

Let w_j be the state orthogonal to u_j, and vary u_j → (u_j + c_j w_j)/√(1+|c_j|²). Define

α_j = ⟨u_j|D|w_(j+1)⟩/S_j,  β_j = ⟨w_j|D|u_(j+1)⟩/S_j,  κ_j = ⟨w_j|D|w_(j+1)⟩/S_j.

Up to positive factors the overlap becomes

S_j [1 + α_j c_(j+1) + β_j c_j* + κ_j c_j* c_(j+1)].

The band energy contributes 2Re(c_j*⟨w_j|H_j|u_j⟩) to first order. For the phase, use −Im z = Re(iz):

−λ Im(β_j c_j*) = Re(iλβ_j c_j*),
−λ Im(α_j c_(j+1)) = Re(iλα_j c_(j+1)) = Re(−iλα_j* c_(j+1)*).

Relabelling the last term gives F₁ = Σ_j Re(c_j* g_j), with

g_j = 2⟨w_j|H_j|u_j⟩ + iλ(β_j − α_(j−1)*).

The minimization then runs as follows.

1. Start from the zero-field states with a small random admixture, so that a symmetric saddle is not mistaken for a minimum.
2. Compute g_j and set c_j = −η g_j/(2Δ_j), where Δ_j is the zero-field band splitting. Begin with η = 1, or with less if that would make some c_j large.
3. Update and normalize. Choose the branch of φ nearest its previous value. If F has not fallen sufficiently, halve η and repeat.
4. Stop when the gradient is negligible, and confirm that the lowest eigenvalue of the second variation is positive.

The hand-solved ring shows how this behaves. There g for mode m is 2(G − λ sin)C_m, so a full step replaces C_m by (λ/G) sin(2π(m+½)/N) C_m. The error shrinks when the factor is below 1 in size, and convergence slows as the limit is approached.

**A ceiling for every minimum**

Expand the logarithm of the bracket with ln(1+z) = z − z²/2. The second-order part is

κ_j c_j* c_(j+1) − ½(α_j c_(j+1) + β_j c_j*)² = K_j c_j* c_(j+1) − ½α_j² c_(j+1)² − ½β_j² c_j*²,

where K_j = κ_j − α_jβ_j. Multiplying out, K_j S_j² is the determinant of D written between the bases (u_j, w_j) and (u_(j+1), w_(j+1)). That matrix is unitary, so its determinant has modulus 1, and |K_j| = 1/|S_j|² ≥ 1.

With δ_j = ⟨w_j|H_j|w_j⟩ − ⟨u_j|H_j|u_j⟩, the second variation is

F₂ = Σ_j δ_j|c_j|² − λ Im Σ_j K_j c_j* c_(j+1) + (λ/2) Im Σ_j (α_j² c_(j+1)² + β_j² c_j*²).

Choose |c_j| = 1, with phases such that K_j c_j* c_(j+1) has the same phase χ on every link. Around the ring the phases of c cancel, so Nχ is fixed up to multiples of 2π. The allowed χ are spaced by 2π/N, and one lies within π/N of π/2, where sin χ ≥ cos(π/N). Replacing c by ic reverses the last sum and leaves the others alone. The average of F₂ over the two choices therefore obeys

F̄₂ ≤ N[δ̄ − λ cos(π/N)],

where δ̄ is the average of δ_j. At a minimum F̄₂ cannot be negative. Since δ_j cannot exceed the band splitting at k_j, every local minimum satisfies, for N ≥ 3,

eEL ≤ 2πW/cos(π/N),

with W the k-average of the splitting. This holds for any ring of independent electrons with two site orbitals per cell and one filled band, on any branch. The hand-solved ring reaches the bound when N is a multiple of 4: its best sine is then cos(π/N).

**The limit for curved bands**

The ceiling contains the average splitting, but a variation can concentrate where the gap is smallest. Suppose the splitting has a single quadratic minimum, G + ½G″p², with p measured from the minimum. At fixed λ the field is of order 1/N. The quantities |K_j| − 1, α_j², β_j² and the field's change of δ_j are then of order 1/N², and are dropped.

Absorb phases by writing c_j = e^(iθ_j) b_j, so that K_j c_j* c_(j+1) = i b_j* b_(j+1). A packet localized in k does not feel the closing of the ring. Using 2Re(b_j* b_(j+1)) = |b_j|² + |b_(j+1)|² − |b_(j+1) − b_j|²,

F₂ = Σ_j (δ_j − λ)|b_j|² + (λ/2) Σ_j |b_(j+1) − b_j|².

For a smooth packet the difference is q db/dp. This is an oscillator with operator −(λq²/2) d²/dp² + ½G″p². The lowest eigenvalue of −P d²/dp² + Qp² is √(PQ), here (q/2)√(λG″). Setting G − λ + (q/2)√(λG″) to zero, with λ ≈ G in the small term and q = 2π/L, gives

λ_c = G + (π/L)√(GG″) + O(1/N²).

The packet spans of order √N mesh points, which justifies the smooth treatment for large N. The leading result is again eE_c L → 2πG, now with the smallest direct gap.

**A chain with silica-like numbers**

Take a = 0.32 nm, Δ = 4.5 eV and hopping t = 2.5 eV. The splitting is 2√(Δ² + 4t²cos²(ka/2)), smallest at k = π/a, where G = 9 eV. Near there cos²(ka/2) ≈ (pa/2)², so the splitting is 2Δ + t²a²p²/Δ and

G″ = 2t²a²/Δ = 2 × 6.25 × 0.1024/4.5 = 0.284 eV nm².

Then √(GG″) = 1.60 eV nm. For N = 96, L = 30.72 nm and the law gives 9 + π × 1.60/30.72 = 9.164 eV. Following the minimum numerically, with ions clamped, gives 9.154 eV, or a field of 2π × 9.154/30.72 = 1.87 V/nm = 18.7 MV/cm.

With the crystal unchanged, the limiting field falls from 76.8 MV/cm at N = 24 to 38.0 at N = 48, 18.7 at N = 96 and 9.3 at N = 192. These are limits of the calculation, not of a material; all but the last lie far above the breakdown field of a real oxide. The computed λ_c lies below the law by 0.041, 0.010 and 0.0025 eV for N = 48, 96 and 192. The difference falls fourfold per doubling, as a 1/N² remainder should.

The coarser meshes depart from this pattern. At N = 24 the difference is 0.27 eV, more than six times that at N = 48. At N = 12 the search gives λ_c = 8.69 eV, below G, where the law gives 10.31 eV. The expansion is not usable there. On these meshes the minimum ends in a fold. At N = 12 and N = 24 the lowest eigenvalue of the second variation vanishes as √(λ_c − λ), falling about threefold for each tenfold approach to the limit. At N = 96 it falls about tenfold over the same steps, which is the linear crossing the expansion describes.

For N = 24, descent at 0.95 of the limit converged in 140 steps. At 1.05 it found no minimum, and F had fallen by 63 eV after some 80 steps, more than one quantum eEL. That field is still below the ceiling (λ = 9.86 against 11.44 eV), so the ceiling alone does not forbid some other minimum there.

**Letting the ions move**

Let the anion, with core charge +e, move by s. Its entry in D becomes e^(−iqs), and the two hoppings become t ∓ γs with γ = 30 eV/nm. A spring of K = 2500 eV/nm² per cell adds ½Ks² − eEs. Half of this belongs to each spin channel, so F gains NKs²/4 − πλs/a. Descent now includes s. A joint minimum is also an electronic minimum at its own s, so the ceiling still applies with the splitting taken there.

At 10 MV/cm and N = 96 the relaxed anion moves by −0.94 pm. The zero-field response explains this: the Born charge is −1.674e, and the electrons soften the spring to 1788 eV/nm², so s = −1.674 × 1/1788 nm = −0.94 pm. For a chain cross-section of 0.08 nm², the electronic permittivity is 1.77 and the ionic part 1.11, which add to a static value of 2.88. The softened spring and the reduced mass of Si and O put the infrared mode near 690 cm⁻¹.

Relaxation raises λ_c at N = 24 from 9.386 to 9.429 eV. At k = π/a the hoppings no longer cancel, and the gap becomes 2√(Δ² + 4γ²s²). Scaling the displacement to 77 MV/cm gives |s| ≈ 7.2 pm, so 2γ|s| = 0.43 eV and the gap grows by about 0.04 eV. This accounts for the shift.

**Choosing a mesh**

For a wanted field, the leading estimate of the largest mesh is N = 2πG/(eEa). At 10 MV/cm this is 2π × 9/0.32 = 177. A search over even N with clamped ions found the last stable mesh at 178. Such a dense mesh is not needed here: at the same field the electronic permittivity is 1.764 for N = 24 and 1.768 for N = 96. When a finite-field calculation fails on refining the mesh, eEL should be compared with 2πG before the failure is ascribed to the material, with L taken along the field. The rule is derived here for one filled and one empty band of independent electrons, with each k varied separately, so G is the smallest direct gap. If the ring is instead treated as one supercell, states of different k can mix and a smaller indirect gap takes over. A second-neighbour hopping of 1 eV on both sites leaves the direct gap at 9 eV but makes the smallest gap 7.2 eV. For N = 28 the supercell limit, estimated from the zero-field states, then drops from 9.5 to 7.9 eV.

**The model beside real silica**

The gap, the bond length of 0.16 nm and the field of 10 MV/cm, near which good oxide breaks down, are rough silica values; the other parameters are round choices. Silica's permittivities, roughly 2.1 electronic and 3.9 static, exceed the model's. The chain lacks further bands and the fields of neighbouring chains. For a cubic array of point dipoles, the Lorentz factor at the model's static permittivity would be 1.6, so that omission is large for the permittivity. A fixed periodic local field has no net voltage around the ring, and to leading order in 1/N it would alter the limit through the gap. Electron–electron self-consistency, also omitted, changes the second variation itself. If its main effect is a gap one third smaller, the usable N falls by about one third.

Thermal and zero-point motion at 300 K, about 5 pm, exceeds the field-induced shift of 0.94 pm at 10 MV/cm. Applied uniformly, it would change the gap by only 0.02 eV.

The mesh limit is also distinct from Zener tunnelling. Inside the gap k = π/a + iμ, and the band relation at energy ε gives sinh(μa/2) = √(Δ² − ε²)/(2t). The tunnelling exponent, (2/eE)∫μ dε across the gap, is 73 at 10 MV/cm. With an attempt rate eEa/h, this means about 10⁻¹⁸ events per second per electron. The ideal chain would hold its electrons at a field where the N = 192 ring has already lost its minimum. Real films contain defects, which this estimate leaves out, so it does not predict their breakdown. The numerical output lists the values for all meshes.

Numbers as computed

```
period a = 0.32 nm, chain area = 0.08 nm^2
half gap = 4.5 eV, smallest direct gap G = 9.0 eV
hopping = 2.5 eV, hopping slope = 30.0 eV/nm
bare spring = 2500.0 eV/nm^2, anion core charge = 1.0 e
working field = 10.0 MV/cm = 1.0 V/nm
gap curvature G2 = 0.28444 eV nm^2
mean band splitting (N=192) = 11.3375 eV
loop test: phase change = -6.28319 rad
loop test: largest band-energy cost = 8.9654 eV
loop test: e*E*L at the N=24 limit = 58.972 eV
N=12: lam_c = 8.6865 eV, law = 10.3090 eV, ceiling = 11.7375 eV
N=24: lam_c = 9.3858 eV, law = 9.6545 eV, ceiling = 11.4353 eV
N=48: lam_c = 9.2860 eV, law = 9.3272 eV, ceiling = 11.3618 eV
N=96: lam_c = 9.1536 eV, law = 9.1636 eV, ceiling = 11.3436 eV
N=192: lam_c = 9.0793 eV, law = 9.0818 eV, ceiling = 11.3390 eV
N=12: L = 3.84 nm, limiting field = 142.13 MV/cm
N=24: L = 7.68 nm, limiting field = 76.79 MV/cm
N=48: L = 15.36 nm, limiting field = 37.99 MV/cm
N=96: L = 30.72 nm, limiting field = 18.72 MV/cm
N=192: L = 61.44 nm, limiting field = 9.28 MV/cm
N=24, ions relaxed: lam_c = 9.4287 eV, field = 77.14 MV/cm
N=96, ions relaxed: lam_c = 9.1560 eV, field = 18.73 MV/cm
descent N=24 at 0.95 of limit: converged in 140 steps
descent N=24 at 1.05 of limit: no minimum, 82 steps, enthalpy change = -63.1 eV
largest stable even N at working field = 178 (law: 178)
leading estimate 2*pi*G/(e*E*a) = 176.7
N=24: electronic permittivity = 1.7640
N=48: electronic permittivity = 1.7674
N=96: electronic permittivity = 1.7683
electronic permittivity, perturbation theory = 1.7680
static permittivity, ions relaxed (N=96) = 2.8754
ionic part: finite field = 1.1071, from Born charge = 1.1075
anion displacement at working field = -0.9359 pm
Born charge of anion = -1.6736 e
effective spring = 1787.7 eV/nm^2
infrared (transverse) wavenumber = 690.6 cm^-1
neglected: rms ion motion at 300 K = 5.075 pm, gap shift = 20.58 meV
neglected: Zener exponent = 73.2, log10(rate in 1/s) = -17.9
neglected: Lorentz local-field factor, static = 1.625
```
